Mean Emission Energy and Nottingham Inversion with a Linearized Tunnelling Exponent

**1. Definitions and conventions**

A metal fills the half-space x < 0, and a vacuum with an applied field lies at x > 0. The metal is a free-electron gas at temperature T with chemical potential μ. The field magnitude is F, the elementary charge e > 0, and the work function φ.

Electron energies are measured from μ:

ε = total energy,
W = the part of ε belonging to motion normal to the surface,
K = p_t²/(2m) ≥ 0, the lateral kinetic energy,
ε = W + K.

The occupation is f(ε) = 1/(1 + e^{ε/kT}). The surface is flat and uniform, so tunnelling conserves the lateral momentum, and the transmission probability D depends on W alone. Electrons returning from the vacuum are neglected.

The model consists of one approximation to D:

D(W) = D_F e^{W/d}.  (1)

D_F is the transmission at W = 0, and d is the decay energy: lowering W by d reduces the transmission by a factor e. Energies are in eV, lengths in nm, fields in V/nm and temperatures in K.

The result to be derived, for 0 < kT < d, is

⟨ε⟩ = −πkT cot(πkT/d).  (2)

If the electrons that replace the emitted ones enter at μ, the metal receives the heat −⟨ε⟩ per emission. This is the Nottingham effect. It heats the metal for kT < d/2 and cools it for d/2 < kT < d.

**2. Where the decay energy comes from**

For a barrier V(x) the semiclassical transmission well below the top is D = e^{−G}, with

G(E) = g ∫ √(V(x) − E) dx,  g = 2√(2m)/ħ,

taken between the turning points x₁ and x₂, where V = E. Differentiating with respect to E produces an integral and two endpoint terms. The endpoint terms vanish because the integrand is zero there. Hence

dG/dE = −(g/2) ∫ dx/√(V − E).

Expanding ln D = −G to first order about E = μ gives (1), with

1/d = (g/2) ∫ dx/√(V − μ).  (3)

For a triangular barrier, V − μ = φ − eFx, and the integral from 0 to φ/(eF) is 2√φ/(eF). Therefore

d = eF/(g√φ) = ħeF/(2√(2mφ)).  (4)

A stronger field thins the barrier and raises d.

The image force adds −A/x to the barrier, with A = e²/(16πε₀). The turning points at μ are then the roots of eFx² − φx + A = 0, and

V − μ = eF(x − x₁)(x₂ − x)/x.

Put c = (x₁ + x₂)/2, r = (x₂ − x₁)/2 and x = c + r sin θ. Then √((x − x₁)(x₂ − x)) = r cos θ, which cancels the same factor in dx = r cos θ dθ. Equation (3) becomes

1/d = [g/(2√(eF))] ∫ √(c + r sin θ) dθ,  −π/2 < θ < π/2.  (5)

This integrand is smooth and easy to evaluate numerically.

**3. The energy distribution of the emitted electrons**

With two spin states per phase-space cell h³, the emitted current density is

J = (2e/h³) ∫ v_z f(ε) D(W) d³p,

where z labels the normal direction. In cylindrical momentum coordinates d³p = 2πp_t dp_t dp_z. Since v_z dp_z = dW and p_t dp_t = m dK,

J = (4πme/h³) ∫∫ f(W + K) D(W) dW dK.  (6)

The velocity factor has been absorbed in dW. It must not be inserted again when averages are taken.

At fixed ε, W = ε − K, and W runs from the band bottom up to ε. The bottom lies at −E_F, with E_F the Fermi energy. Replacing it by −∞ costs a relative amount of order e^{−E_F/d} for electrons near μ. Then

∫ D(W) dW = D_F ∫_{−∞}^{ε} e^{W/d} dW = D_F d e^{ε/d}.

The total-energy distribution is therefore

P(ε) ∝ e^{ε/d}/(1 + e^{ε/kT}).  (7)

Far below μ it falls as e^{ε/d}, because deep electrons meet a thicker barrier. Far above μ it falls as e^{−ε(1/kT − 1/d)}, because occupied states are rare there. The upper tail decays if kT < d, which is the condition attached to (2).

At fixed ε the lateral energy has the weight e^{(ε−K)/d}, proportional to e^{−K/d}. Its mean is d at every temperature in the allowed range, so ⟨W⟩ = ⟨ε⟩ − d. The heat balance needs the total energy, since an electron takes its lateral energy with it. Using W in place of ε would move the zero to the higher temperature at which ⟨ε⟩ = d.

**4. The normalization integral**

Define

Z(s) = ∫_{−∞}^{∞} e^{sε}/(1 + e^{ε/kT}) dε,  0 < skT < 1.

With u = ε/kT and q = skT this is Z = kT I, where

I = ∫_{−∞}^{∞} e^{qu}/(1 + e^u) du.

Integrate the same function counterclockwise around the rectangle with corners −R, R, R + 2πi and −R + 2πi. The right side vanishes as e^{−(1−q)R} and the left side as e^{−qR}. On the upper side the denominator is unchanged, the numerator gains e^{2πiq}, and the direction is reversed. The contour integral thus tends to I(1 − e^{2πiq}).

Inside lies one pole, at u = iπ. The derivative of 1 + e^u there is −1, so the residue is −e^{iπq}. Hence

I(1 − e^{2πiq}) = −2πi e^{iπq}.

Dividing both sides by e^{iπq} gives

I(e^{−iπq} − e^{iπq}) = −2πi.

The bracket is −2i sin πq, so I = π/sin πq and

Z(s) = πkT/sin(πkTs).  (8)

With s = 1/d and x = πkT/d, equation (6) gives

J(T) = (4πme/h³) D_F d² x/sin x.  (9)

As T → 0 the factor x/sin x tends to 1, so J(T)/J(0) = x/sin x at fixed field.

**5. The mean energy**

Differentiating Z with respect to s brings down a factor ε under the integral. Thus

⟨ε⟩ = d ln Z/ds at s = 1/d,

where the leading d denotes differentiation. From (8), ln Z = ln(πkT) − ln sin(πkTs), and its derivative is −πkT cot(πkTs). Setting s = 1/d gives

⟨ε⟩ = −πkT cot(πkT/d),

which is (2).

In the cold limit, cot x = 1/x − x/3 + …, so

⟨ε⟩ = −d x cot x ≈ −d + d x²/3 = −d + π²(kT)²/(3d).  (10)

At zero temperature the electrons leave from a layer of mean depth d below μ.

In the opposite limit, kT → d from below, cot x ≈ −1/(π − x), and

⟨ε⟩ ≈ kT d/(d − kT).

This divergence belongs to (1), which lets the transmission grow without bound. In a real barrier D saturates near the top, so the formula must be abandoned before kT reaches d.

Direct integration of (6) in momentum space, for d = 0.200 eV and E_F = 8 eV, tests the result. At kT/d = 0.25 and 0.75 it gives mean energies of −0.15708 and 0.47124 eV, the same as formula (2) to the digits shown. At kT/d = 0.50 it gives zero.

**6. The inversion point**

At kT = d/2 the argument of the cotangent is π/2, so ⟨ε⟩ = 0. The distribution itself shows why:

P(ε) ∝ e^{ε/d}/(1 + e^{2ε/d}) = 1/[2 cosh(ε/d)].

It is even in ε. The rise of transmission with energy and the fall of occupation balance so that electrons leave equally from above and below μ.

There is no second zero. At fixed d, ⟨ε⟩/d = −x cot x, and

d(−x cot x)/dx = −cot x + x/sin²x = (x − sin x cos x)/sin²x.

Since sin x cos x = ½ sin 2x < x for x > 0, this is positive throughout 0 < x < π. The mean energy rises steadily and changes sign once.

For small corrections the slope at the zero is useful. Because d(⟨ε⟩/d)/dx = π/2 at x = π/2, and dx/d(kT) = π/d,

d⟨ε⟩/d(kT) = π²/2 at kT = d/2.  (11)

**7. From mean energy to heat**

Suppose δN electrons leave with mean energy ⟨ε⟩ and δN electrons enter at μ. The electron number is unchanged, while the internal energy changes by

δU = −δN ⟨ε⟩.  (12)

Once the electrons have re-equilibrated at fixed volume, the temperature moves in the direction of δU, because the heat capacity is positive. The energy gained later from the applied field comes from the voltage source and is delivered elsewhere; it does not enter (12).

The size also follows. For a degenerate gas with density of states N_F at μ, the heat capacity with respect to kT is (π²/3)N_F kT. Dividing (12) by it and inserting (2),

δ(kT) = 3 δN cot x/(πN_F).

Take a gas with 8 eV between band bottom and μ and a density of states √(E/eV) per eV, where E is counted from the bottom. Then N_F = √8 = 2.83 per eV. Let δN = 0.001 and d = 0.200 eV. At kT/d = 0.3, cot x = 0.727 and the formula gives +2.45×10⁻⁴ eV; at 0.7 it gives the same magnitude with a minus sign. Solving numerically for the new equilibrium gives +2.448×10⁻⁴ and −2.457×10⁻⁴ eV. Emission therefore warms this gas in the first case and cools it in the second.

At fixed field the heat input is positive below the inversion temperature and negative above it. If this were the sole energy exchange, it would drive the emitter towards inversion from either side. Conduction and radiation shift the actual steady state.

**8. A heated field-emission tip**

Take round parameters in the rough range of a thermal-field cathode: φ = 4.50 eV, F = 4.00 V/nm and E_F = 8.00 eV. With the image force, the turning points at μ are 0.0867 and 1.0383 nm, the barrier top lies 2.10 eV above μ, and G = 10.66. Equation (5) gives

d = 0.1756 eV.

The inversion condition is then

kT = 0.1756/2 = 0.0878 eV,  T = 1019 K.

At 1300 K, for example, x = (π/2)(1300/1018.8) = 2.004 and cot x = −0.463. Also πkT = 0.352 eV, so ⟨ε⟩ = 0.352 × 0.463 = 0.163 eV.

The full image-rounded barrier can be used without linearization by taking D = 1/(1 + e^G), with G continued to negative values above the top. This is still semiclassical. The mean energies, with four decimals kept so that the small differences can be compared in section 9, are:

300 K: linearized −0.1629 eV, full −0.1548 eV.
700 K: linearized −0.1015 eV, full −0.0929 eV.
1000 K: linearized −0.0079 eV, full −0.0012 eV.
1300 K: linearized +0.1629 eV, full +0.1520 eV.

At higher temperature the linearized value departs quickly: 0.372 against 0.304 eV at 1500 K (kT/d = 0.74) and 0.803 against 0.501 eV at 1700 K (kT/d = 0.83). In this semiclassical treatment the full barrier inverts at 1003 K, about 16 K below the linearized value. Section 10 gives the larger change that a wave-mechanical transmission brings.

For a uniformly emitting area πr² with r = 100 nm, the full-barrier current at 300 K is 3.65 μA. The heat input is 3.65 μA × 0.155 V = 0.57 μW. At 1300 K the current is 7.77 μA and the metal loses 7.77 μA × 0.152 V = 1.18 μW.

**9. What the curvature of the exponent does**

The curvature of ln D explains the pattern of the differences in the table. Keep the next term of the expansion,

ln D = ln D_F + W/d − κW²/2,

and work to first order in κ. Since

∫_{−∞}^{ε} W² e^{W/d} dW = d e^{ε/d}(ε² − 2dε + 2d²),

the distribution (7) is multiplied by

1 − (κ/2)(ε² − 2dε + 2d²).

The constant term cancels on normalization. The mean therefore shifts by

δ⟨ε⟩ = κd M₂ − (κ/2)(⟨ε³⟩ − ⟨ε⟩⟨ε²⟩),

where M₂ is the variance of the unperturbed distribution. With M₃ its third central moment, the last bracket equals M₃ + 2⟨ε⟩M₂.

Successive derivatives of ln Z(s) at s = 1/d give these moments:

M₂ = (πkT)²/sin²x = (πkT)² + ⟨ε⟩²,
M₃ = −2(πkT)³ cot x/sin²x = 2⟨ε⟩M₂.

Substitution leaves

δ⟨ε⟩ = κM₂(d − 2⟨ε⟩).  (13)

The shift is upward while ⟨ε⟩ < d/2 and downward beyond, as in the table. Here κ is fitted to the 300 K row, so it is an effective value that also absorbs part of the higher-order terms. In that row M₂ = 0.0331 eV² and d − 2⟨ε⟩ = 0.501 eV, while the shift is 0.0081 eV, so κ = 0.49 eV⁻¹. With this value (13) predicts shifts of +0.0086, +0.0069 and −0.0111 eV at 700, 1000 and 1300 K. The differences of the rounded table entries, each uncertain by 0.0001 eV, are +0.0086, +0.0067 and −0.0109 eV.

At inversion ⟨ε⟩ = 0 and M₂ = π²d²/4, so δ⟨ε⟩ = κπ²d³/4. Dividing by the slope (11) and reversing the sign gives the displacement of the zero:

δ(kT) = −κd³/2 = −0.0013 eV,

or about −15 K. This accounts for the computed 16 K.

The sign of κ can be understood from a triangular barrier of height H. There G = 2gH^{3/2}/(3eF), whose second derivative with respect to H is 1/(2Hd). With H = φ and the present d this gives κ = 0.63 eV⁻¹, positive and of the right size. The image-rounded exponent itself has κ = 0.55 eV⁻¹ at μ. Used in (13), this value overestimates the shifts by about 15 % and moves the zero by −17 K; the smaller fitted value makes up for the terms left out.

**10. Other corrections and the real device**

The exponential form also omits the energy dependence of the transmission prefactor. An exact wave-mechanical solution for a triangular barrier with the same φ, F and E_F gives a value of 1/d that is 0.98 % below the semiclassical one. The image-rounded barrier is affected more, by an amount that depends on how the image term is treated close to the surface. Solving the wave equation for it, with the potential cut off where it meets the band bottom, lowers 1/d by 4.4 % and raises the inversion temperature from 1003 K to about 1046 K. The mean energy at 1300 K falls from 0.152 to 0.121 eV. For the emitting area of section 8, the heat lost at 1300 K falls from 1.18 to 0.91 μW, while the heat gained at 300 K rises from 0.57 to 0.61 μW. These values belong to this cut-off. Changing E_F from 5 to 15 eV moves the inversion only from 1047 to 1040 K, but it moves the heat lost at 1300 K from 1.13 to 0.69 μW. If the image term is softened to −A(1 − e^{−λx})/x and joined smoothly to the band bottom, with λ from 15 to 25 nm⁻¹, the wave correction to 1/d is 1.6 to 2.9 % and the inversion lies between 964 and 1012 K. The digits in section 8 therefore compare semiclassical models with each other; they are not the accuracy of a prediction for a real tip.

Replacement electrons do not enter precisely at μ. In a current-carrying metal their mean energy is weighted by σ(E)(−df/dE), where σ(E) is the conductivity contribution at energy E. Expanding σ to first order about μ, and using π²(kT)²/3 for the mean square energy under −df/dE, gives the offset

(π²/3)(kT)² (dσ/dE)/σ.

For free electrons with constant relaxation time, σ ∝ E^{3/2} and the offset is π²(kT)²/(2E_F) = 0.0048 eV at inversion. Emission must carry away this much more energy before the heat vanishes. By (11) the inversion temperature rises by 2 × 0.0048/π² eV in kT, or 11 K. A metal whose σ falls with energy at μ would give the opposite sign.

Resistive heating is small here. A cone of half-angle 0.10 rad, apex radius 100 nm and resistivity 30 μΩ cm, a rough value for a hot metal, has a resistance ρ/(πr tan α) = 9.5 Ω. At the linearized inversion temperature it dissipates 5×10⁻⁵ eV per electron, against a Nottingham heat of 0.155 eV per electron at 300 K. At this current the comparison reverses only within about 0.1 K of inversion, where the Nottingham heat vanishes.

In the semiclassical treatment, emission over the barrier top carries 1.7×10⁻⁷ of the current at linearized inversion and 3.6×10⁻⁵ at 1300 K, so it does not control these results.

Real tips break the assumption of a uniform surface more seriously. Their field falls away from the apex, and the work function differs between crystal facets. By (4), inversion scales roughly as F/√φ, so a region with a 10 % lower field and the same work function inverts about 10 % lower, near 900 K instead of 1000 K. One part of a tip can then be cooled while another is heated. This spread exceeds each of the corrections estimated above.

Electron-gun cathodes that run near 1800 K with a field of roughly 1 V/nm and a work function near 3 eV lie outside the model. Scaling d by (4) gives about 0.05 eV, while kT is about 0.16 eV. The condition kT < d fails, most electrons pass near or over the barrier top, and formula (2) must not be used. The numerical output below lists the semiclassical values for the tip treated here.

Calculated quantities

```
TEST CASE: d = 0.200 eV
kT/d 0.25: mean energy numeric -0.15708, formula -0.15708 eV; J(T)/J(0) 1.1107
kT/d 0.50: mean energy numeric 0.00000, formula -0.00000 eV; J(T)/J(0) 1.5708
kT/d 0.75: mean energy numeric 0.47124, formula 0.47124 eV; J(T)/J(0) 3.3322
slope of mean energy against kT at inversion: 4.9352
refilled gas, change of kT at kT/d = 0.3: 2.448e-04 eV
refilled gas, change of kT at kT/d = 0.7: -2.457e-04 eV
EXAMPLE: heated field-emission tip
work function: 4.50 eV
field: 4.00 V/nm
Fermi energy: 8.00 eV
barrier top above mu: 2.100 eV
turning points at mu: 0.0867 and 1.0383 nm
tunnelling exponent G at mu: 10.658
decay energy d: 0.1756 eV
inversion kT = d/2: 0.0878 eV
inversion temperature, linearized: 1018.8 K
inversion temperature, full barrier: 1003.0 K
shift of the latter on halving the mesh step: -0.002 K
emitting area: pi r^2 with r = 100 nm
T 300 K: mean linear -0.1629, full -0.1548 eV; I 3.649 uA; heat 0.5650 uW
T 700 K: mean linear -0.1015, full -0.0929 eV; I 4.338 uA; heat 0.4031 uW
T 1000 K: mean linear -0.0079, full -0.0012 eV; I 5.486 uA; heat 0.0065 uW
T 1300 K: mean linear 0.1629, full 0.1520 eV; I 7.769 uA; heat -1.1811 uW
current density at linearized inversion, full: 1.778e+04 A/cm2
same, linearized: 1.843e+04 A/cm2
NEGLECTED EFFECTS
band-bottom factor exp(-E_F/d): 1.6e-20
current over barrier top at linearized inversion: 1.65e-07 of total
current over barrier top at 1300 K: 3.56e-05 of total
change of 1/d by prefactor (triangular barrier): -0.98 %
replacement energy above mu at inversion: 0.00475 eV
resulting shift of inversion temperature: 11.2 K
cone half-angle: 0.10 rad
resistivity: 30.0 uOhm cm
cone resistance: 9.52 ohm
resistive heat per electron at inversion: 5.32e-05 eV
```
